# Barrier potential of a fully depleted spherical grain

## Problem

A semiconductor grain is a sphere of radius \(R\) and uniform permittivity \(\epsilon\). It contains ionised donors of charge \(+e\) and uniform number density \(N\). Every donor electron has been captured by acceptor traps spread evenly over the surface, so the interior holds no free carriers and the grain as a whole is neutral.

(a) Show that the electrostatic potential at the centre exceeds that at the surface by
\[
V_{\rm sph}=\frac{eNR^2}{6\epsilon}.
\]

(b) Show that this is one third of the centre-to-surface potential of a wide slab of thickness \(2R\), with the same \(N\) and \(\epsilon\), depleted from both faces.

(c) Take \(R=20\) nm, \(N=10^{18}\ \mathrm{cm^{-3}}\) and relative permittivity 8.5. The surface traps lie \(E_t=0.80\) eV below the conduction-band edge and have density \(N_t=5\times10^{12}\ \mathrm{cm^{-2}}\). Find both barriers, and decide whether full depletion is a consistent assumption at 300 K and at 600 K.

## Hints

1. What field does a uniformly charged spherical surface produce inside itself?
2. How much donor charge lies within a distance \(r\) of the centre? Compare its growth with that of the area through which its flux passes.
3. In the slab, symmetry fixes the field at the mid-plane.
4. For part (c), neutrality tells you what fraction of the traps is filled. That fraction locates the Fermi level at the surface, and the barrier then locates it at the centre.

## Solution

### (a) The sphere

By symmetry the field is radial and depends on \(r\) alone. The trapped electrons form a uniform spherical shell, which gives no field inside itself, so for \(r<R\) the donors are the sole source. Gauss's law for a concentric sphere of radius \(r\) reads
\[
4\pi r^2\,\epsilon E(r)=eN\,\frac{4\pi r^3}{3}.
\]
Division by \(4\pi r^2\epsilon\) gives
\[
E(r)=\frac{eNr}{3\epsilon}.
\]
The field points outwards, so the potential \(\phi\) falls towards the surface. Since \(E=-d\phi/dr\),
\[
\phi(0)-\phi(r)=\int_0^r\frac{eNr'}{3\epsilon}\,dr'=\frac{eNr^2}{6\epsilon}.
\]
Setting \(r=R\) gives the stated \(V_{\rm sph}\).

An electron has potential energy \(-e\phi\), which is therefore higher at the surface than at the centre by \(eV_{\rm sph}\). This is the energy barrier; \(V_{\rm sph}\) itself is in volts. Outside the grain the field vanishes, because the grain is neutral and spherically symmetric.

### (b) The slab

Let \(x\) be the distance from the mid-plane. The two halves are mirror images, so \(E(0)=0\). A flat box of unit area reaching from the mid-plane to \(x\) encloses the charge \(eNx\), and flux leaves through its outer face alone:
\[
\epsilon E(x)=eNx .
\]
Integration from the mid-plane to the face at \(x=R\) gives
\[
V_{\rm slab}=\int_0^R\frac{eNx}{\epsilon}\,dx=\frac{eNR^2}{2\epsilon},
\qquad
\frac{V_{\rm sph}}{V_{\rm slab}}=\frac{1/6}{1/2}=\frac13 .
\]

The comparison holds \(N\), \(\epsilon\) and the centre-to-surface distance fixed, and both bodies must be fully depleted. The third comes from the charge enclosed per unit area, which is \(eNr/3\) in the sphere and \(eNx\) in the slab. Neutrality passes the same factor on to the number \(\sigma\) of trapped electrons per unit surface area:
\[
\sigma_{\rm sph}=\frac{N(4\pi R^3/3)}{4\pi R^2}=\frac{NR}{3},
\qquad
\sigma_{\rm slab}=\frac{N(2R)}{2}=NR .
\]
In terms of \(\sigma\), both barriers are \(V=e\sigma R/(2\epsilon)\). A sphere and a slab with equal trapped densities and equal \(R\) would thus have equal barriers. At equal donor density, the sphere has less volume to supply each unit of its surface.

### (c) The numbers

With lengths in nanometres, \(e/\epsilon=2.1288\) V nm and \(N=10^{-3}\ \mathrm{nm^{-3}}\). Then
\[
V_{\rm sph}=\frac{2.1288\times10^{-3}\times 20^2}{6}\ \mathrm{V}=0.142\ \mathrm{V},
\qquad
V_{\rm slab}=0.426\ \mathrm{V}.
\]

**Filling of the traps.** The sphere needs \(\sigma_{\rm sph}=6.67\times10^{11}\ \mathrm{cm^{-2}}\) and the slab \(\sigma_{\rm slab}=2.00\times10^{12}\ \mathrm{cm^{-2}}\) on each face. Both are below \(N_t\). The filled fractions \(f=\sigma/N_t\) are 0.133 and 0.400.

**Fermi level at the surface.** Let \(\delta\) be the depth of the Fermi level below the local conduction-band edge. At the surface the traps lie \(\delta_s-E_t\) above the Fermi level. With no degeneracy factor for the traps,
\[
f=\frac{1}{1+e^{(\delta_s-E_t)/kT}}
\quad\Longrightarrow\quad
\delta_s=E_t+kT\ln\frac{1-f}{f}.
\]
At 300 K, \(kT=0.02585\) eV. The sphere has \(\delta_s=0.80+0.02585\ln 6.5=0.848\) eV, and the slab has \(\delta_s=0.80+0.02585\ln1.5=0.810\) eV.

**Fermi level at the centre.** The band edge is lower there by \(eV\), so \(\delta_c=\delta_s-eV\). From unrounded values, this is 0.706 eV in the sphere and 0.385 eV in the slab. The free-electron density follows from
\[
n=N_c\,e^{-\delta/kT},\qquad N_c=2\left(\frac{m^*kT}{2\pi\hbar^2}\right)^{3/2}.
\]
With \(m^*\) equal to 0.28 electron masses, the centre densities are about \(5\times10^{6}\ \mathrm{cm^{-3}}\) in the sphere and \(1.3\times10^{12}\ \mathrm{cm^{-3}}\) in the slab. Both are negligible beside \(N=10^{18}\ \mathrm{cm^{-3}}\), so full depletion is consistent.

At 600 K the densities rise to about \(5\times10^{12}\) and \(5\times10^{15}\ \mathrm{cm^{-3}}\). These come from a finite-difference solution of Poisson's equation that includes the free electrons, the trap filling and donors 0.05 eV deep that may recapture their electrons. The sphere's barrier stays at 0.142 V. The slab's falls slightly, from 0.426 to 0.424 V. Full depletion is still a good approximation for both.

**Barrier and activation energy.** The barrier \(eV\) is the band bending. The density of free electrons at the surface depends instead on \(\delta_s\):
\[
n_s=N_ce^{-\delta_s/kT}=N_ce^{-E_t/kT}\,\frac{f}{1-f}.
\]
For these traps the sphere has the smaller barrier but also the smaller \(n_s\), by the factor \((1/6.5)/(1/1.5)=0.23\). In a fully depleted grain, a low barrier does not by itself mean many electrons at the boundary.

### Comparison with a real film

The parameters are rough values typical of nanocrystalline ZnO in a gas-sensing film. Real grains are neither perfect spheres nor uniformly charged continua, and for grains this small both departures matter.

- **Shape.** A cube of edge \(2R\) with its whole surface at one potential has a centre barrier of 0.191 V, from a finite-difference solution of Poisson's equation. That is 35% above the sphere, but this cube also has 1.91 times the sphere's volume. The barrier scales as the square of the size, so a cube with the same volume as the sphere has a barrier of only 0.124 V, 12% below the sphere. The sign of the correction depends on how the grain size is defined. Its size depends on the surface condition too. With the trapped charge spread evenly instead, the cube's surface is not at one potential. The drop from the centre runs from about 0.17 V at a face centre to 0.24 V at a corner, and the drop to the surface average is about 0.21 V, or about 5% below the sphere at equal volume.
- **Random donors.** The grain holds about 34 donors on average. Their random number and positions spread the centre barrier by about a third of its mean, as the first variation shows.
- **Quantum motion.** The electron's energy above the band edge at the centre is \(eV_{\rm sph}r^2/R^2\), a harmonic well. Equating this to \(m^*\omega^2r^2/2\) gives \(\omega^2=e^2N/(3\epsilon m^*)\). The zero-point energy \(3\hbar\omega/2\) is 0.021 eV, so, for donor charge smeared out uniformly, the climb from the lowest state to the band edge at the surface is about 15% less than \(eV_{\rm sph}\). This does not carry over to discrete donors. Their Bohr radius (1.6 nm) and the width of the well's ground state (4.4 nm) are both below the donor spacing (about 10 nm), so the lowest state is bound to a donor, about 0.05 eV below the local band edge. A variational estimate with a hydrogen-like orbital on one of the randomly placed donors gives a mean climb of at least 0.19 eV, about a third more than \(eV_{\rm sph}\).
- **Tunnelling.** For two touching grains, the one-dimensional transmission along the line of centres was computed by transfer matrices and averaged over thermal energies. Relative to classical passage over the barrier, the current is larger by a factor of about 1.7 at 300 K and 1.2 at 600 K. At 300 K this is equivalent to lowering the barrier by \(kT\ln1.69=0.014\) eV. The one-dimensional model ignores the narrow neck where the grains meet. Sideways confinement in a hard-walled neck of radius \(a\) costs \(2.405^2\hbar^2/(2m^*a^2)\), which is 0.09 eV for \(a=3\) nm and 0.03 eV for \(a=5\) nm, more than the tunnelling gain.
- **Permittivity.** ZnO is slightly anisotropic. Isotropic values from 7.8 to 8.8 move the barrier from 0.155 to 0.137 V.
- **Breakdown.** The surface field \(eNR/(3\epsilon)\) is 0.14 MV/cm, well below a rough breakdown scale of 1 MV/cm.

The value 0.142 V is therefore best read as the mean for an idealised grain, with individual grains differing from it by several hundredths of a volt.

## Variation 1: donors at random positions

*The donors are placed independently and at random, with mean density \(N\). Find the mean and the standard deviation of the centre potential, measured from the average potential over the surface.*

Consider one donor at distance \(r\) from the centre. It contributes \(e/(4\pi\epsilon r)\) to the centre potential. Its contribution averaged over the surface is \(e/(4\pi\epsilon R)\), because the average of 1/distance from an interior point to a sphere is \(1/R\), wherever the point lies. These expressions take the permittivity to be \(\epsilon\) outside the grain too; a different value there adds the same constant to both and leaves their difference unchanged. The trapped electrons drop out: each one, being on the surface, contributes equally to the centre potential and to the surface average. One donor therefore adds
\[
v(r)=\frac{e}{4\pi\epsilon}\left(\frac1r-\frac1R\right).
\]

The mean is the integral of \(v\) over the donor density:
\[
\bar V=N\int_0^R4\pi r^2v\,dr
=\frac{eN}{\epsilon}\int_0^R\left(r-\frac{r^2}{R}\right)dr
=\frac{eN}{\epsilon}\left(\frac{R^2}{2}-\frac{R^2}{3}\right)=\frac{eNR^2}{6\epsilon}.
\]
This is the result of part (a), reached without Gauss's law.

For independent donors whose total number also fluctuates (Poisson statistics), the variance is the integral of \(v^2\) over the same density:
\[
s^2=N\int_0^R4\pi r^2v^2\,dr
=4\pi N\left(\frac{e}{4\pi\epsilon}\right)^2\int_0^R\left(1-\frac{2r}{R}+\frac{r^2}{R^2}\right)dr .
\]
The last integral is \(R-R+R/3=R/3\). Let \(M=4\pi R^3N/3\) be the mean number of donors. Then \(4\pi NR/3=M/R^2\), and
\[
s=\frac{e}{4\pi\epsilon R}\sqrt M,
\qquad
\bar V=\frac{e}{4\pi\epsilon R}\,\frac M2,
\qquad
\frac{s}{\bar V}=\frac{2}{\sqrt M}.
\]

For the grain of part (c), \(M=33.5\), so \(s=0.049\) V, or 35% of the mean. If \(R\) is increased with \(NR^2\) held fixed, the mean barrier is unchanged while \(M\) grows in proportion to \(R\), so the relative spread falls as \(R^{-1/2}\). This is the spread of the potential at a single point. An electron, whose wave function has a finite width, responds to an average over that width.

## Variation 2: a grain too large to deplete

*Keep every parameter of part (c) at 300 K, but let \(R=60\) nm. Is the formula still valid?*

The barrier formula scales as \(R^2\), so it now gives nine times the earlier value, 1.277 V. Full depletion would need \(\sigma_{\rm sph}=NR/3=2.0\times10^{12}\ \mathrm{cm^{-2}}\), hence \(f=0.400\) and \(\delta_s=0.810\) eV. There are enough traps, but the depth at the centre would be
\[
\delta_c=0.810-1.277=-0.467\ \mathrm{eV}.
\]
The Fermi level would lie far above the band edge at the centre, which would then be full of electrons. This contradicts the assumption of depletion, so the formula fails.

The finite-difference solution with free electrons gives a barrier of 0.756 V and a centre density of \(3.9\times10^{17}\ \mathrm{cm^{-3}}\). The formula is too high by 69% relative to that solution. These values use Boltzmann statistics and donors 0.05 eV deep. Fermi–Dirac statistics shift them to 0.757 V and \(3.8\times10^{17}\ \mathrm{cm^{-3}}\), and donors 0.03 eV deep shift them further to 0.764 V and \(5.1\times10^{17}\ \mathrm{cm^{-3}}\). Electrons in the core, some free and some recaptured by donors, cancel most of the donor charge there, and the barrier is then limited by the depth of the traps instead of growing as \(R^2\).

The size at which this happens can be estimated by setting \(eV_{\rm sph}\) equal to \(E_t\):
\[
R\approx 60\ \mathrm{nm}\times\sqrt{\frac{0.80}{1.277}}\approx 47\ \mathrm{nm}.
\]
Depletion starts to fail somewhat below this radius, because donors at the centre recapture electrons, and free electrons gather there too, while the Fermi level is still a little below the band edge. Full depletion thus sets two separate conditions: enough traps, \(N_t>NR/3\), and traps deep enough that the remaining depth \(\delta_s-eV_{\rm sph}\) keeps \(n\) far below \(N\) and the donors ionised.
